# Secondary periodicity of ns ionisation energies in groups 13 and 14

## Problem

The ions B²⁺, Al²⁺, Ga²⁺, In²⁺, Tl²⁺ of group 13 and C³⁺, Si³⁺, Ge³⁺, Sn³⁺, Pb³⁺ of group 14 each have one \(ns\) electron outside closed shells. They are "one-electron ions" in this sense, not hydrogen-like ones. Let

\[
I=E(\text{core})-E(\text{core}+ns)
\]

be the energy needed to remove that electron.

(a) Find how \(I\) varies down each group.

(b) Decide what part the filling of 3d, the filling of 4f and relativity play in any departure from a steady fall.

Use density functional theory in the local density approximation (LDA), with spherical, spin-unpolarised ions, a point nucleus and fixed configurations. Hartree atomic units are used, so \(c\approx137.036\).

## A tempting solution

Consider the step from In²⁺ to Tl²⁺. Relativistic calculations give \(I=1.0560\) hartree for In²⁺ and \(1.1243\) for Tl²⁺, a rise of \(0.0683\). To find the cause, delete the 4f shell from Tl²⁺ together with 14 protons, so that the ionic charge is unchanged. The same relativistic method then gives \(0.9450\). Hence

\[
\underbrace{0.9450-1.0560}_{-0.1110}+\underbrace{1.1243-0.9450}_{+0.1793}=+0.0683 .
\]

Without 4f the energy falls, and with 4f it rises. All three numbers are relativistic, so relativity seems to cancel from the comparison. The conclusion would be that the 4f shell alone causes the rise.

## Where it fails

The arithmetic is right. The comparison shows that, with relativity on, the rise needs the 4f shell. It does not show that the 4f shell suffices, because relativity was never switched off.

Relativity does not cancel either. Write \(\delta=I_{\rm rel}-I_{\rm nr}\) for the relativistic shift, where "nr" means nonrelativistic. For Tl²⁺ with and without 4f,

\[
\delta_{\rm with}=1.1243-0.9788=0.1455,\qquad
\delta_{\rm without}=0.9450-0.8715=0.0735 .
\]

The 4f effect of \(0.1793\) therefore contains \(0.1455-0.0735=0.0720\) hartree that is absent nonrelativistically. Two possible causes require four calculations: neither, each one alone, and both.

## Correct solution

### The two sets of equations

For an electron in the self-consistent potential \(v(r)\), the radial Dirac equations, with the rest energy subtracted, are

\[
vP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=\varepsilon P,
\qquad
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(v-2c^2)Q=\varepsilon Q .
\]

Here \(P\) and \(Q\) are the large and small components, and \(\kappa=-(l+1)\) or \(\kappa=l\) for the two spin–orbit partners. An s electron has \(\kappa=-1\) only.

Where \(|\varepsilon-v|\ll2c^2\), the second equation gives \(Q\approx(P'+\kappa P/r)/(2c)\). Inserting this in the first,

\[
\frac12\left(-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}
+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}\right)+vP=\varepsilon P .
\]

The terms in \(P'\) cancel, leaving

\[
-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P+vP=\varepsilon P .
\]

Both values of \(\kappa\) give \(\kappa(\kappa+1)=l(l+1)\), so this is the Schrödinger equation. Relativity can thus be turned off while the functional stays the same. As a test, \(c\) was multiplied by ten for Ga²⁺. The shift fell to \(0.0097\) of its value, close to the \(1/100\) expected of a leading \(1/c^2\) effect.

The energy \(I\) is a difference of two self-consistent total energies. In LDA it should not be replaced by \(-\varepsilon_{ns}\) of the ion. If the \(ns\) level holds \(f\) electrons, Janak's theorem states \(dE/df=\varepsilon_{ns}(f)\), so

\[
I=E(0)-E(1)=-\int_0^1\varepsilon_{ns}(f)\,df .
\]

The level moves as it is filled. For Tl²⁺, \(-\varepsilon_{6s}(1)=0.9485\), whereas both the integral and the total energies give \(I=1.1243\).

### (a) The zigzag

The relativistic results, in hartree, are:

| Period | Group 13 | Group 14 |
|---|---|---|
| 2 | 1.3660 | 2.3296 |
| 3 | 1.0447 | 1.6572 |
| 4 | 1.1611 | 1.7144 |
| 5 | 1.0560 | 1.5271 |
| 6 | 1.1243 | 1.5868 |

In both groups \(I\) falls, rises, falls and rises. This alternation is the secondary periodicity. The rises into period 4 are about 3.2 eV for Ga²⁺ and 1.6 eV for Ge³⁺. Those into period 6 are about 1.9 eV for Tl²⁺ and 1.6 eV for Pb³⁺. These are model values. Measured ionisation energies show the same zigzag, with rises of about 2.3, 0.6, 1.8 and 1.6 eV in the same order, so the model overstates both rises into period 4, that of Ge³⁺ nearly threefold.

The nonrelativistic sequence is different: fall, rise, fall, fall. Within LDA, the first rise survives without relativity and the second does not.

### Why a new inner shell can raise \(I\)

Add \(k\) protons to the nucleus and \(k\) electrons in an inner shell with radial density \(p(r)\), where \(\int_0^\infty p\,dr=k\). For now, hold all other orbitals fixed. The outer electron's classical potential energy changes by

\[
\Delta v(r)=-\frac{k}{r}+\frac1r\int_0^r p(t)\,dt+\int_r^\infty\frac{p(t)}{t}\,dt .
\]

Replace \(k\) by \(\int_0^r p\,dt+\int_r^\infty p\,dt\). The inner parts cancel:

\[
\Delta v(r)=-\int_r^\infty p(t)\left(\frac1r-\frac1t\right)dt .
\]

Now use \(1/r-1/t=\int_r^t ds/s^2\) and exchange the order of integration:

\[
\Delta v(r)=-\int_r^\infty\frac{q_{\rm out}(s)}{s^2}\,ds\le0,
\qquad q_{\rm out}(s)=\int_s^\infty p(t)\,dt .
\]

Far outside the shell \(\Delta v\) vanishes, because the added electrons screen the added protons completely. Near the nucleus it tends to \(-k/r\) plus a constant, because the shell screens nothing there. An s electron has density in this inner region and so gains binding.

This sign holds for the classical interaction at fixed orbitals. In the real ion the other shells relax and exchange and correlation also change. Define the fixed-orbital binding as the average of \(-\Delta v\) over the nonrelativistic \(ns\) orbital of the ion without the shell and its protons, with \(p\) taken from the nonrelativistic ion that has the shell. For Tl²⁺, this binding from 4f is \(0.3652\) hartree, but the full nonrelativistic effect is only \(0.1073\). For 3d in Ga²⁺ the two values are \(0.4961\) and \(0.3484\). The contributions to this reduction are not separated here. The assignment must therefore rest on the full self-consistent energies.

### An exact budget for each rise

Let \(X\) be the ion after the step, \(Y\) the one before it, and \(X^\circ\) the ion \(X\) without the new shell and its protons. Start from \(I_{\rm rel}=I_{\rm nr}+\delta\) for \(X\) and \(Y\), then add and subtract \(I_{\rm nr}(X^\circ)\):

\[
\begin{aligned}
I_{\rm rel}(X)-I_{\rm rel}(Y)={}&[I_{\rm nr}(X^\circ)-I_{\rm nr}(Y)]\\
&+[I_{\rm nr}(X)-I_{\rm nr}(X^\circ)]+[\delta(X)-\delta(Y)] .
\end{aligned}
\]

The brackets are the step without the new shell, the effect of filling it, and the change in the relativistic shift. The ions \(X^\circ\) are reference systems with prescribed configurations, which need not be ground states.

### (b) The first rise: 3d

For Al²⁺ → Ga²⁺ and Si³⁺ → Ge³⁺ the budgets, in hartree, are

\[
\begin{aligned}
-0.2496+0.3484+0.0177&\approx+0.116,\\
-0.4319+0.4657+0.0234&=+0.0572 .
\end{aligned}
\]

In both cases the first two terms already have a positive sum, so within LDA 3d filling suffices for the rise. Relativity without 3d does not: the steps are then \(-0.2482\) and \(-0.4298\).

The two cases are not equally secure. The nonrelativistic rise is \(+0.0987\) hartree for gallium but only \(+0.0338\) for germanium. The germanium value is sensitive to the treatment of exchange and correlation: spin polarisation lowers it to \(+0.028\), and the gradient-corrected PBE functional evaluated on the spin-polarised LDA densities lowers it to about \(+0.015\). The measured rise, about \(0.021\) hartree, is no larger than the relativistic term \(+0.0234\), so the nonrelativistic step of the real ion may be close to zero. For Ge³⁺, the statement that 3d suffices is therefore a result of the LDA model, not an established property of the ion.

Relativity still affects the size of the rise. In germanium the fall and the 3d effect nearly cancel, leaving \(+0.0338\). The relativistic \(+0.0234\) is then about 40% of the final LDA rise, although it is only about 5% of the 3d effect.

### (b) The second rise: 4f and relativity

For period 5 → 6, the four possible steps in hartree are:

| Included | In²⁺ → Tl²⁺ | Sn³⁺ → Pb³⁺ |
|---|---|---|
| neither | −0.1397 | −0.2130 |
| 4f only | −0.0324 | −0.0655 |
| relativity only | −0.1110 | −0.1774 |
| both | +0.0683 | +0.0597 |

Here relativity is switched on or off in both ions of a step. Each cause alone reduces the fall, but neither reverses it. In this model the second rise needs both.

The budget for thallium is

\[
-0.1397+0.1073+0.1007=+0.0683 .
\]

In this order the two causes look almost equal. With relativity introduced first, it contributes \(-0.1110-(-0.1397)=0.0287\), and 4f then contributes \(0.1793\). The tempting solution saw only this second order. Both orders are correct bookkeeping, and they differ by the interaction

\[
0.1793-0.1073=0.1007-0.0287=0.0720\ \text{hartree}.
\]

For lead the interaction is \(0.2371-0.1475=0.0896\) hartree. Since it is comparable with the separate effects, no unique percentage can be assigned to either cause.

### Why the two causes reinforce each other

A hydrogen-like level shows the direction of the relativistic effect. With \(k=|\kappa|\) and \(\gamma=\sqrt{k^2-Z^2/c^2}\), the Sommerfeld formula is

\[
E=c^2\left[\left(1+\frac{Z^2}{c^2N^2}\right)^{-1/2}-1\right],
\qquad N=n-k+\gamma .
\]

For \(Z\ll c\), expanding the bracket gives

\[
E\approx-\frac{Z^2}{2N^2}+\frac{3Z^4}{8c^2N^4} .
\]

Also \(\gamma\approx k-Z^2/(2kc^2)\), so \(N\approx n-Z^2/(2kc^2)\) and \(1/N^2\approx n^{-2}[1+Z^2/(knc^2)]\). To order \(1/c^2\),

\[
E\approx-\frac{Z^2}{2n^2}-\frac{Z^4}{2c^2n^3}\left(\frac1k-\frac{3}{4n}\right).
\]

Since \(k\le n\), the correction is negative. It is largest in size for \(k=1\), which includes the s levels, and it grows with nuclear charge.

This is a guide and not a formula for the 6s electron of Tl²⁺, which is screened and also responds to relativistic changes in the core. It does suggest why the causes interact. Filling 4f brings 14 more protons, raising \(Z\) from 67 to 81, and the s electron meets this larger charge near the nucleus. The computed shift \(\delta\) roughly doubles, from \(0.0735\) to \(0.1455\) hartree. This is not a bare \(Z^4\) law. The nonrelativistic 6s density at the nucleus also grows, by about 44%, and self-consistent relaxation removes about 30% of the direct relativistic shift of the 6s level in both ions.

The mean 6s radius shows the same reinforcement. It is \(2.820\) bohr with neither cause, \(2.521\) with 4f only, \(2.644\) with relativity only and \(2.262\) with both. Relativity shrinks the orbital by 6% without 4f and by 10% with it, each relative to the corresponding nonrelativistic radius.

## How far the assignment reaches

The energies are LDA values, not measurements. Spin polarisation, the Breit interaction, quantum electrodynamic corrections and relativistic corrections to the functional are left out. Spin polarisation changes the nonrelativistic steps into period 4 and the 4f-only steps by less than \(0.006\) hartree and reverses none of them. The size of the other omissions is not estimated here. Each upward step is smaller than the shell effect in its budget, so an error of given absolute size is a larger fraction of the step than of the shell effect. The smallest rise is that to Ge³⁺, \(0.0572\) hartree. The conclusions of (b) rest on still smaller margins: the 4f-only step of \(-0.0324\) for In²⁺ → Tl²⁺ and the nonrelativistic step of \(+0.0338\) for Si³⁺ → Ge³⁺. LDA alone does not settle whether \(I\) would still rise at Ge³⁺ without relativity.

"4f filling" here means adding the electrons together with their protons. Another reference system would define another effect and could change the shares. The numerical output below lists the energies and checks.

## Calculated quantities

```
speed of light: 137.035999 a.u.;  1 hartree = 27.211386 eV
Dirac hydrogenic levels, Z=82: largest relative error 6.5e-06
Al3+ energy: radial -239.34283, 3D code -239.34281 hartree
ion: Z, I_nr, I_rel, shift (hartree); I_rel (eV)
B2+ :  5 1.3656 1.3660 +0.0004; 37.17
Al2+: 13 1.0428 1.0447 +0.0020; 28.43
Ga2+: 31 1.1415 1.1611 +0.0196; 31.60
In2+: 49 1.0112 1.0560 +0.0448; 28.74
Tl2+: 81 0.9788 1.1243 +0.1455; 30.59
C3+ :  6 2.3285 2.3296 +0.0011; 63.39
Si3+: 14 1.6536 1.6572 +0.0036; 45.09
Ge3+: 32 1.6874 1.7144 +0.0270; 46.65
Sn3+: 50 1.4682 1.5271 +0.0588; 41.55
Pb3+: 82 1.4028 1.5868 +0.1840; 43.18
Tl2+ I from Janak integral: 1.12432 hartree
Tl2+ I from total energies: 1.12432 hartree
Tl2+ minus 6s eigenvalue at f=1: 0.9485 hartree
Ga2+ shift at 10c divided by shift at c: 0.0097
Ga2+ without 3d, Z=21: I_nr 0.7931, I_rel 0.7966 hartree
  Al2+->Ga2+: homologue -0.2496, 3d +0.3484, relativity +0.0177 hartree
  3d effect with relativity on: +0.3645 hartree
  step with relativity but no 3d: -0.2482 hartree
  fixed-orbital 3d binding: 0.4961 hartree
Ge3+ without 3d, Z=22: I_nr 1.2217, I_rel 1.2274 hartree
  Si3+->Ge3+: homologue -0.4319, 3d +0.4657, relativity +0.0234 hartree
  3d effect with relativity on: +0.4870 hartree
  step with relativity but no 3d: -0.4298 hartree
  fixed-orbital 3d binding: 0.6500 hartree
Tl2+ without 4f, Z=67: I_nr 0.8715, I_rel 0.9450 hartree
  In2+->Tl2+: homologue -0.1397, 4f +0.1073, relativity +0.1007 hartree
  4f effect with relativity on: +0.1793 hartree
  step with relativity but no 4f: -0.1110 hartree
  fixed-orbital 4f binding: 0.3652 hartree
Pb3+ without 4f, Z=68: I_nr 1.2552, I_rel 1.3496 hartree
  Sn3+->Pb3+: homologue -0.2130, 4f +0.1475, relativity +0.1252 hartree
  4f effect with relativity on: +0.2371 hartree
  step with relativity but no 4f: -0.1774 hartree
  fixed-orbital 4f binding: 0.4533 hartree
Tl2+ 6s mean radius, nonrel.: no 4f 2.8200, with 4f 2.5211 bohr
Tl2+ 6s mean radius, rel.: no 4f 2.6440, with 4f 2.2616 bohr
group 13 steps, nonrel. (hartree): -0.3228 +0.0987 -0.1303 -0.0324
group 13 steps, rel. (hartree): -0.3213 +0.1164 -0.1051 +0.0683
group 14 steps, nonrel. (hartree): -0.6749 +0.0338 -0.2192 -0.0655
group 14 steps, rel. (hartree): -0.6724 +0.0572 -0.1873 +0.0597
```
